\section*{Sublimation drying time of a deep trench limited by vapour diffusion, part 2}

A trench of width $w$ and depth $L$, filled flush with a subliming solid, dries as the solid surface, the front, retreats from mouth to floor in the time $t_{\rm dry}$. Depth $z$ is measured from the mouth, and the front is at $z=s(t)$ at time $t$. The solid has number density $n_s$. The vapour has density $n$, equilibrium density $n_{\rm eq}$ and pressure $p_{\rm eq}$, far density $n_\infty$, and diffusion coefficient $D$ in the carrier gas; $\Delta n=n_{\rm eq}-n_\infty$. The flux $J$, in molecules per area and time, is positive towards the mouth. The mean thermal speed is $\bar v=\sqrt{8k_BT/(\pi m)}$, with temperature $T$, molecular mass $m$ and Boltzmann constant $k_B$.

For dilute, steady vapour at uniform temperature, with surface energy neglected,
\begin{equation}
\Delta n=\frac{J}{D}\,(\ell_{\rm front}+s+\ell_{\rm mouth}),
\qquad
J=\frac{D\,\Delta n}{s+\ell}.
\label{eq:flux}
\end{equation}
\begin{equation}
\frac{s^2}{2}+\ell s=\frac{D\,\Delta n}{n_s}\,t .
\label{eq:implicit}
\end{equation}
\begin{equation}
t_{\rm dry}=\frac{n_s}{D\,\Delta n}\left(\frac{L^2}{2}+\ell L\right).
\label{eq:law}
\end{equation}
Here $\ell=\ell_{\rm front}+\ell_{\rm mouth}$ expresses the resistances at the solid surface and outside the mouth as extra trench length. With sticking probability $\alpha$,
\begin{equation}
\ell_{\rm front}=\frac{4D}{\bar v}\left(\frac1\alpha-\frac12\right).
\label{eq:lfront}
\end{equation}
For an isolated trench with the gas kept at $n_\infty$ at radius $R\gg w$,
\begin{equation}
n_{\rm m}-n_\infty=\frac{Jw}{\pi D}\ln\frac{4R}{w},
\qquad
\ell_{\rm mouth}=\frac w\pi\ln\frac{4R}{w},
\label{eq:lmouth}
\end{equation}
where $n_{\rm m}$ is the vapour density at the mouth. For a dense array of open fraction $\varphi$ under a still gas layer of thickness $\delta$, $\ell_{\rm mouth}$ is replaced, to leading order, by
\begin{equation}
\ell_{\rm layer}=\varphi\delta,
\label{eq:array}
\end{equation}
Diffusion in the trench is in control when
\begin{equation}
\frac{2\ell}{L}\ll1 .
\label{eq:control}
\end{equation}

With surface energy $\gamma$ and $d_0=\gamma/(n_sk_BT)$, a contact angle other than $90^\circ$ bends the front within a distance of order $\sqrt{d_0(s+\ell)\,n_{\rm eq}/\Delta n}$ of each wall.

\section{Range of validity and a worked trench}

\subsection{Symbols and results carried over}

The front lies at depth $s$ in a trench of width $w$ and depth $L$. The solid has number density $n_s$. Its vapour has equilibrium density $n_{\rm eq}$, diffusion coefficient $D$ and mean speed $\bar v$, and $\Delta n$ is $n_{\rm eq}$ minus the far density $n_\infty$. The flux $J$ is positive towards the mouth, where $z=0$. The first half gave
\begin{equation}
J=\frac{D\Delta n}{s+\ell},\qquad
t_{\rm dry}=\frac{n_s}{D\Delta n}\left(\frac{L^2}{2}+\ell L\right),
\label{eq:recall}
\end{equation}
with $\ell=\ell_{\rm front}+\ell_{\rm mouth}$ and, for sticking coefficient $\alpha$ and clean-gas radius $R$,
\begin{equation}
\ell_{\rm front}=\frac{4D}{\bar v}\left(\frac1\alpha-\frac12\right),\qquad
\ell_{\rm mouth}=\frac w\pi\ln\frac{4R}{w}.
\label{eq:ends}
\end{equation}
For a dense array of open fraction $\varphi$ under a still layer $\delta$, the leading outside length is $\varphi\delta$ instead. From here on the far gas is clean, $n_\infty=0$, and $\varepsilon=n_{\rm eq}/n_s$.

\subsection{Error of the steady vapour profile}

The case $\ell=0$ can be solved without assuming a steady profile. The vapour obeys $\partial n/\partial t=D\,\partial^2n/\partial z^2$ with $n=0$ at $z=0$ and $n=n_{\rm eq}$ at $z=s$. Of the $n_s\,ds$ molecules released in a retreat $ds$, the number $n_{\rm eq}\,ds$ stays behind as vapour in the new space, so
\begin{equation}
(n_s-n_{\rm eq})\frac{ds}{dt}=D\left.\frac{\partial n}{\partial z}\right|_{z=s}.
\label{eq:stefan}
\end{equation}
A profile that depends on $z/\sqrt{Dt}$ alone meets all conditions:
\begin{equation}
s=2\lambda\sqrt{Dt},\qquad
n=n_{\rm eq}\,\frac{{\rm erf}\,[z/(2\sqrt{Dt})]}{{\rm erf}\,\lambda}.
\end{equation}
Its speed and its gradient at the front are
\begin{equation}
\frac{ds}{dt}=\lambda\sqrt{\frac Dt},\qquad
\left.\frac{\partial n}{\partial z}\right|_{s}
=\frac{n_{\rm eq}\,e^{-\lambda^2}}{\sqrt{\pi Dt}\;{\rm erf}\,\lambda}.
\end{equation}
Inserting both in Eq.~(\ref{eq:stefan}) and dividing by $n_s\sqrt{D/t}$ gives
\begin{equation}
\sqrt\pi\,\lambda\,e^{\lambda^2}{\rm erf}\,\lambda=\frac{\varepsilon}{1-\varepsilon}.
\end{equation}
For small $\lambda$, ${\rm erf}\,\lambda=(2/\sqrt\pi)(\lambda-\lambda^3/3+\dots)$. With $q=2\lambda^2$ the left side becomes $q(1+\lambda^2)(1-\lambda^2/3)=q+q^2/3$ to second order, and the right side is $\varepsilon+\varepsilon^2$. Hence $q=\varepsilon(1+2\varepsilon/3)$. The time to reach $L$ is $L^2/(4\lambda^2D)=L^2/(2qD)$. Relative to the steady result $L^2/(2\varepsilon D)$ it is
\begin{equation}
\frac{\varepsilon}{q}=1-\frac{2\varepsilon}{3}+O(\varepsilon^2).
\end{equation}
Vapour left in the new space shortens the time by the fraction $\varepsilon$, and the curvature of the profile returns a third of that.

With end resistances the equations were integrated numerically, using 60 finite volumes that stretch with the emptied region. For lengths $0.10L$ at the mouth and $0.05L$ at the front, starting from a steady profile at $s=0.02L$, the time differs from the law by about $-0.6\%$ at $\varepsilon=0.01$ and by about $-1.2\%$ at $\varepsilon=0.02$. The error is again proportional to $\varepsilon$.

\subsection{Drift of the gas mixture}

The carrier gas has almost no net flow, but the vapour does, so the mixture as a whole drifts outwards. Let $n_g$ be the total gas density and $X=n/n_g$ the vapour fraction. The vapour flux is diffusion plus the share $X$ of the total flux. The carrier flow that fills the vacated space is smaller than $J$ by a factor of order $n_g/n_s$, so the total flux is $J$ and
\begin{equation}
J=n_gD\frac{dX}{dz}+XJ,\qquad
J\,dz=n_gD\,\frac{dX}{1-X}.
\end{equation}
Integration from $X=0$ at the mouth to $X_{\rm eq}$ at the front, with end resistances left out, gives
\begin{equation}
J=\frac{n_gD}{s}\ln\frac{1}{1-X_{\rm eq}}
=\frac{n_gDX_{\rm eq}}{s}\left(1+\frac{X_{\rm eq}}2+\dots\right).
\end{equation}
The dilute law thus underestimates the flux by the fraction $X_{\rm eq}/2$. At $X_{\rm eq}=0.3$ the logarithm is $0.357$, and the flux is 19\% above the dilute value.

\subsection{Scattering from the trench walls}

Collisions with rough walls shorten the flights along the trench. Take isotropic collisions with mean free path $\Lambda$, so that $D=\Lambda\bar v/3$, and walls that re-emit diffusely. The diffusion coefficient along the trench is the time integral of the velocity correlation. After the first collision or wall hit the mean velocity along the trench is zero, so the integral ends there.

Let a molecule of speed $v$ start at distance $y$ from the wall it is heading for, with direction cosine $u>0$ towards that wall. The wall is $y/u$ away along the path, and the mean time to the first event is $(\Lambda/v)(1-e^{-y/(u\Lambda)})$. Averaging over $0<y<w$ gives
\begin{equation}
\frac{\Lambda}{v}\left[1-\frac{u\Lambda}{w}\left(1-e^{-w/(u\Lambda)}\right)\right].
\end{equation}
The mean square velocity along the trench at given $u$ is $v^2(1-u^2)/2$. Averaging the product over $u$ and over speeds,
\begin{equation}
D_w=\bar v\Lambda\int_0^1\frac{1-u^2}{2}
\left[1-\frac{u\Lambda}{w}\left(1-e^{-w/(u\Lambda)}\right)\right]du .
\label{eq:slit}
\end{equation}
For $\Lambda\ll w$ the exponential may be dropped. The two integrals are $\int_0^1(1-u^2)\,du=2/3$ and $\int_0^1(u-u^3)\,du=1/4$, so
\begin{equation}
D_w=\bar v\Lambda\left(\frac13-\frac{\Lambda}{8w}\right),
\qquad
\frac{D_w}{D}=1-\frac{3\Lambda}{8w}.
\label{eq:wall}
\end{equation}
At $\Lambda=0.2w$ this is $0.925$, and a simulation of 3.2 million random flights gives $0.926$. A heavy vapour molecule in a light gas keeps part of its direction after a collision. Then $\Lambda=3D/\bar v$ is an effective length and Eq.~(\ref{eq:wall}) an estimate.

In the opposite case $\Lambda\gg w$, the bracket in Eq.~(\ref{eq:slit}) is close to $w/(2u\Lambda)$ for $u\gg w/\Lambda$. The integral then gives $D_w\simeq(\bar vw/4)\ln(\Lambda/w)$ to leading logarithm. This grows without limit as the gas is removed, because molecules moving nearly parallel to the walls fly very far. A long slit without carrier gas has no constant diffusion coefficient, and the $L^2$ law must not be used there.

\subsection{Cooling of the front}

Sublimation takes up a heat flux $Q=hJ$, where $h$ is the latent heat per molecule. Let the side walls and the floor stay at temperature $T$, let $\kappa$ be the conductivity of the fill, $\theta$ its cooling below $T$, $\zeta$ the depth below the front and $x$ the distance from the mid-plane. Then $\theta$ is harmonic in the steady state, vanishes at $x=\pm w/2$ and on the floor, and obeys $-\kappa\,\partial\theta/\partial\zeta=Q$ at $\zeta=0$. Compare it with
\begin{equation}
\Theta=A\cos(\beta x)\,e^{-\beta\zeta},\qquad \beta=\frac{\pi}{2w}.
\end{equation}
This function is harmonic and positive at the walls and on the floor. Its flux at the front is $\kappa\beta A\cos\beta x\ge\kappa\beta A/\sqrt2$, which is at least $Q$ if $A=\sqrt2\,Q/(\kappa\beta)$. The difference $\Theta-\theta$ can have no negative minimum inside the fill, at the walls, on the floor, or at the front, where its slope into the fill is not positive. Therefore
\begin{equation}
\theta\le A=\frac{2\sqrt2}{\pi}\,\frac{Qw}{\kappa}.
\label{eq:cool}
\end{equation}
For an ideal vapour of negligible solid volume, the Clapeyron equation gives $d\ln p_{\rm eq}/dT=h/(k_BT^2)$, which converts the cooling into a loss of vapour pressure.

\subsection{A trench 2~$\mu$m wide and 100~$\mu$m deep}

The inputs are rough round values in the regime of a camphor fill under nitrogen: $T=293.15$~K, gas pressure 760~Torr, $p_{\rm eq}=0.2$~Torr, $D=0.06$~cm$^2$/s, density 1~g/cm$^3$, molar mass 152~g/mol, $h=0.55$~eV, $\kappa=0.2$~W/(m\,K). The values $\alpha=0.5$ and $R=1$~mm are choices. The trench is isolated and much longer than $R$.

The densities are $n_{\rm eq}=p_{\rm eq}/(k_BT)=6.59\times10^{15}$~cm$^{-3}$ and $n_s=3.96\times10^{21}$~cm$^{-3}$, so $\varepsilon=1.663\times10^{-6}$ and $D\varepsilon=9.98~\mu$m$^2$/s. With $\bar v=202$~m/s, Eq.~(\ref{eq:ends}) gives
\begin{align}
\ell_{\rm front}&=\frac{4D}{\bar v}\,(2-0.5)=0.18~\mu{\rm m},\\
\ell_{\rm mouth}&=\frac{2~\mu{\rm m}}{\pi}\ln 2000=4.84~\mu{\rm m},
\end{align}
and $\ell=5.02~\mu$m. The ideal and the full drying times are
\begin{align}
\frac{L^2}{2D\varepsilon}&=\frac{5000}{9.98}~{\rm s}\simeq501~{\rm s},\\
t_{\rm dry}&=\frac{5000+502}{9.98}~{\rm s}\simeq551~{\rm s}=9.2~{\rm min}.
\end{align}
The ends add 10\% to the ideal time, so the trench is in control. Half the depth is reached after 150~s. At half the total time the front is at $69~\mu$m.

The effects left out are small for this trench:
\begin{itemize}
\item Wall scattering, with $\Lambda=3D/\bar v=89$~nm, gives $D_w/D=0.983$. Using $D_w$ in the $L^2/2$ term raises the time to 560~s.
\item For an assumed surface energy $\gamma$ of 0.02 to 0.05~J/m$^2$, the length $d_0=\gamma/(n_sk_BT)$ is 1 to 3~nm. A contact angle $\vartheta$ at the walls shifts the mean $n_{\rm eq}$ by the fraction $2d_0|\cos\vartheta|/w$, at most about 0.3\%. It also bends the front within about half a micrometre of each wall, by some $0.2~\mu$m for $\vartheta=60^\circ$.
\item Mixture drift raises the flux by $1.3\times10^{-4}$ of its value. The unsteady profile inside the trench changes the time by about $10^{-6}$ of its value.
\item Taken as uniform over the front, the heat flux in the steady law is largest at the start, $hDn_{\rm eq}/\ell=694$~W/m$^2$. By Eq.~(\ref{eq:cool}) the cooling is below 6.3~mK. At 7.4\% per kelvin, the vapour pressure falls by less than 0.05\%.
\end{itemize}

Wafer temperature matters far more. At 10~K higher, with $h$ constant, the vapour pressure is 0.41~Torr. With $D$ and $\ell$ held fixed the drying time falls to 278~s.

\subsection{What changes on real wafers}

The vapour pressure and $D$ above are rough, and the time scales inversely with each when the far gas is clean and $\ell$ is fixed. The sticking coefficient matters little here: $\alpha=0.05$ would give $\ell_{\rm front}=0.178\times19.5/1.5=2.3~\mu$m and add about 4\% to the time. The assumption of an isolated trench can matter much more. For an array with $\varphi=0.3$ under a still layer of 1~mm, the outside length is $300~\mu$m, and the time becomes 3510~s, or 58~min, seven times the ideal value. Crowding of the flow near the openings, left out here, would add to it. The outside layer then controls. Halving its thickness by stronger gas flow would save about 1500~s, while removing the whole diffusion resistance inside the trench would save only 501~s. A continuous film of fill left above the surface also costs time: a thickness $d$ needs $d\,\delta/(D\varepsilon)$, which for $1~\mu$m under 1~mm is $1000/9.98\simeq100$~s. Trenches some tens of nanometres wide are narrower than the effective length $\Lambda=89$~nm, and for them neither the bulk $D$ nor Eq.~(\ref{eq:wall}) applies. In such trenches the curvature of the front also matters: at $w=30$~nm and a contact angle of $60^\circ$ it shifts $n_{\rm eq}$ by 4 to 10\% for the surface energies assumed above.
